# Eigenvalue Correction from a Total-Energy Image Correction in Anisotropic Hosts: a numerical check

```python
"""Result under test: a localized charge q (units of e) in a periodic cell has
total-energy image correction C = E_isolated - E_periodic = q^2 w/2, and its
localized electron eigenvalue needs the correction -q w = -2 C/q.
For q = +2 and C = 0.40 eV this is -0.40 eV.
w : minus the site potential of unit-charge images plus background (eV per e^2)
eps : relative dielectric tensor; lengths in nm, energies in eV.
The mean-field model has a core charge Z, N electrons in one orbital, q = Z-N.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.fft import fftfreq, rfftfreq, rfftn, irfftn
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9
KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def integer_triples(limit):
    line = np.arange(-limit, limit + 1)
    triples = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1)
    triples = triples.reshape(-1, 3)
    return triples[np.any(triples != 0, axis=1)]


def ewald_w(cell, eps):
    """Image strength w from an anisotropic Ewald sum; cell rows are edges."""
    volume = abs(np.linalg.det(cell))
    root_det = np.sqrt(np.linalg.det(eps))
    gamma = np.sqrt(np.pi) / (volume / root_det) ** (1 / 3)
    triples = integer_triples(8)
    sites = triples @ cell
    waves = triples @ (2 * np.pi * np.linalg.inv(cell).T)
    rho = np.sqrt(np.einsum("ni,ij,nj->n", sites, np.linalg.inv(eps), sites))
    k2 = np.einsum("ni,ij,nj->n", waves, eps, waves)
    v = np.sum(erfc(gamma * rho) / rho) / root_det
    v += 4 * np.pi / volume * np.sum(np.exp(-k2 / (4 * gamma**2)) / k2)
    v -= 2 * gamma / (np.sqrt(np.pi) * root_det)
    v -= np.pi / (volume * gamma**2)
    return -COULOMB * v


def direct_w(cell, eps):
    """Same quantity: damped real-space images minus damped background.

    The error is a series in even powers of the damping; a parabola in the
    squared damping through three values removes its first two terms.
    """
    volume = abs(np.linalg.det(cell))
    root_det = np.sqrt(np.linalg.det(eps))
    sites = integer_triples(40) @ cell
    rho = np.sqrt(np.sum((sites @ np.linalg.inv(eps)) * sites, axis=1))
    length = (volume / root_det) ** (1 / 3)
    damping = np.array([0.20, 0.25, 0.30])
    values = []
    for m in damping:
        mu = m / length
        images = np.sum(np.exp(-(mu * rho) ** 2) / rho) / root_det
        values.append(images - 2 * np.pi / (mu**2 * volume))
    powers = np.vander(damping**2, 3, increasing=True)
    v = np.linalg.solve(powers, np.array(values))[0]
    return -COULOMB * v


# Worked example: edge chosen to reproduce the given total-energy correction
q = 2
given_C = 0.40
eps_diag = np.array([18.0, 16.0, 13.0])
eps = np.diag(eps_diag)
edge = q**2 * ewald_w(np.eye(3), eps) / 2 / given_C
cell = edge * np.eye(3)
w = ewald_w(cell, eps)
C = {charge: charge**2 * w / 2 for charge in (1, 2, 3)}
level_correction = -2 * given_C / q

w_direct = direct_w(cell, eps)
assert abs(w_direct / w - 1) < 1e-4
layered = np.diag([15.0, 15.0, 4.0])
w_layered, w_layered_direct = ewald_w(cell, layered), direct_w(cell, layered)
assert abs(w_layered_direct / w_layered - 1) < 1e-4

# Mean-field defect on a grid, with periodic or isolated screened interaction
n_grid = 24
step = edge / n_grid
axis = (np.arange(n_grid) - n_grid // 2) * step
X, Y, Z_axis = np.meshgrid(axis, axis, axis, indexing="ij")
r2 = X**2 + Y**2 + Z_axis**2
well_depth, well_width, core_width = 20.0, 0.18, 0.08
well = -well_depth * np.exp(-r2 / (2 * well_width**2))
core = np.exp(-r2 / (2 * core_width**2))
core /= core.sum() * step**3


def squared_waves(n, weights):
    full = 2 * np.pi * fftfreq(n, step)
    half = 2 * np.pi * rfftfreq(n, step)
    gx, gy, gz = np.meshgrid(full, full, half, indexing="ij")
    return weights[0] * gx**2 + weights[1] * gy**2 + weights[2] * gz**2


kinetic = KINETIC * squared_waves(n_grid, np.ones(3))
k2_cell = squared_waves(n_grid, eps_diag)
k2_cell[0, 0, 0] = 1.0
periodic_kernel = 4 * np.pi * COULOMB / k2_cell
periodic_kernel[0, 0, 0] = 0.0
k2_pad = squared_waves(2 * n_grid, eps_diag)
cutoff = edge / np.sqrt(eps_diag.max())
k2_pad[0, 0, 0] = 1.0
isolated_kernel = (4 * np.pi * COULOMB
                   * (1 - np.cos(np.sqrt(k2_pad) * cutoff)) / k2_pad)
isolated_kernel[0, 0, 0] = 2 * np.pi * COULOMB * cutoff**2


def potential(density, periodic):
    n = n_grid if periodic else 2 * n_grid
    kernel = periodic_kernel if periodic else isolated_kernel
    shape = (n, n, n)
    result = irfftn(rfftn(density, s=shape) * kernel, s=shape)
    return result[:n_grid, :n_grid, :n_grid]


def solve_defect(core_charge, electrons, periodic):
    """Self-consistent total energy and localized eigenvalue."""
    shape = (n_grid,) * 3
    size = n_grid**3
    psi = np.exp(-r2 / (4 * 0.075**2))
    orbital = psi**2 / (np.sum(psi**2) * step**3)
    previous = None
    for _ in range(12):
        phi = potential(core_charge * core - electrons * orbital, periodic)
        local = well - phi

        def apply(vector):
            f = vector.reshape(shape)
            return (irfftn(kinetic * rfftn(f), s=shape) + local * f).ravel()

        operator = LinearOperator((size, size), matvec=apply, dtype=float)
        values, vectors = eigsh(operator, k=1, which="SA", v0=psi.ravel(),
                                ncv=30, tol=1e-9)
        level = values[0]
        psi = vectors[:, 0].reshape(shape)
        orbital = psi**2 / (np.sum(psi**2) * step**3)
        if electrons == 0:
            break
        if previous is not None and abs(level - previous) < 1e-6:
            break
        previous = level
    else:
        raise AssertionError("self-consistency not reached")
    one_body = level + np.sum(orbital * phi) * step**3
    charge = core_charge * core - electrons * orbital
    phi = potential(charge, periodic)
    energy = electrons * one_body + 0.5 * np.sum(charge * phi) * step**3
    return energy, level


model = {}
for electrons in (0, 1):
    E_per, level_per = solve_defect(q + electrons, electrons, True)
    E_iso, level_iso = solve_defect(q + electrons, electrons, False)
    model[electrons] = (E_iso - E_per, level_iso - level_per)
    # Finite charge width leaves an inverse-volume term of several meV
    assert abs(model[electrons][0] - given_C) < 0.015
    assert abs(model[electrons][1] - level_correction) < 0.015

# At the end of the loop level_per belongs to core charge 3 and one electron
dN = 0.2
E_more = solve_defect(3, 1 + dN, True)[0]
E_less = solve_defect(3, 1 - dN, True)[0]
slope = (E_more - E_less) / (2 * dN)
assert abs(slope - level_per) < 2e-3

# Frozen ions: minimize over an ionic coordinate, then change only the charge
a, b, Q, d = sp.symbols("a b Q d", positive=True)
x = sp.symbols("x", real=True)
ionic_energy = a * Q**2 / 2 + x * Q + x**2 / (2 * b)
x_relaxed = sp.solve(sp.diff(ionic_energy, x), x)[0]
relaxed_energy = ionic_energy.subs(x, x_relaxed)
full_strength = sp.diff(relaxed_energy, Q, 2)
frozen_change = (ionic_energy.subs(Q, Q + d) - ionic_energy).subs(x, x_relaxed)
assert sp.simplify(frozen_change - full_strength * Q * d - a * d**2 / 2) == 0

eps_electronic = 4.5
w_electronic = ewald_w(cell, eps_electronic * np.eye(3))
frozen_capture = -q * w + w_electronic / 2

# Other neglected effects
mean_eps = eps_diag.mean()
C_mean = q**2 * ewald_w(cell, mean_eps * np.eye(3)) / 2
C_more_eps = q**2 * ewald_w(cell, 1.1 * eps) / 2
angle_deg, eps_xz = 99.0, 1.0
angle = np.radians(angle_deg)
oblique = np.array([[1, 0, 0], [0, 1, 0], [np.cos(angle), 0, np.sin(angle)]])
oblique *= edge / np.linalg.det(oblique) ** (1 / 3)
eps_oblique = eps.copy()
eps_oblique[0, 2] = eps_oblique[2, 0] = eps_xz
C_oblique = q**2 * ewald_w(oblique, eps_oblique) / 2

# Zero-range wells on the lattice, all in phase: decay constant obeys
# kappa_lattice = kappa + sum over images of exp(-kappa_lattice R)/R
depth, mass = 2.0, 0.2
kappa = np.sqrt(depth * mass / KINETIC)
distances = np.linalg.norm(integer_triples(8) @ cell, axis=1)
kappa_lattice = brentq(
    lambda k: k - kappa - np.sum(np.exp(-k * distances) / distances),
    kappa, 5 * kappa)
overlap_shift = -KINETIC / mass * (kappa_lattice**2 - kappa**2)

print(f"defect charge q: {q:+d} e")
print(f"given total-energy image correction: {given_C:+.2f} eV")
print(f"rough relative permittivities x, y, z: {eps_diag}")
print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.5f} eV nm")
print(f"cubic cell edge giving this correction: {edge:.4f} nm")
print(f"image strength w, Ewald: {w:.5f} eV")
print(f"image strength w, direct sum: {w_direct:.5f} eV")
print(f"layered test permittivities x, y, z: {np.diag(layered)}")
print(f"layered test w, Ewald: {w_layered:.5f} eV")
print(f"layered test w, direct sum: {w_layered_direct:.5f} eV")
print(f"site potential of images and background: {-q * w:+.4f} V")
print(f"spurious electron-level shift: {q * w:+.4f} eV")
print(f"required eigenvalue correction: {level_correction:+.4f} eV")
print(f"required eigenvalue correction: {level_correction/HARTREE:+.6f} Ha")
for charge in C:
    print(f"total-energy correction for charge +{charge}: {C[charge]:.4f} eV")
print(f"whole-electron difference C(1)-C(2): {C[1] - C[2]:+.4f} eV")
print(f"whole-electron difference C(2)-C(3): {C[2] - C[3]:+.4f} eV")
print(f"mean of these differences: {(C[1] - C[3]) / 2:+.4f} eV")
print(f"model well depth: {well_depth:.1f} eV")
print(f"model well width parameter: {well_width:.2f} nm")
print(f"model core-charge width parameter: {core_width:.2f} nm")
for electrons, (dE, dlevel) in model.items():
    print(f"model, N={electrons}: total-energy correction {dE:+.4f} eV")
    print(f"model, N={electrons}: eigenvalue correction {dlevel:+.4f} eV")
    print(f"model, N={electrons}: finite-width change of energy correction "
          f"{1000 * (dE - given_C):+.1f} meV")
    print(f"model, N={electrons}: finite-width change of level correction "
          f"{1000 * (dlevel - level_correction):+.1f} meV")
print(f"Janak test, periodic eigenvalue at N=1: {level_per:.5f} eV")
print(f"Janak test, energy slope at N=1: {slope:.5f} eV")
print(f"mean permittivity: {mean_eps:.3f}")
print(f"energy correction with mean permittivity: {C_mean:.4f} eV")
print(f"energy correction, permittivities up 10%: {C_more_eps:.4f} eV")
print(f"oblique cell angle: {angle_deg:.0f} degrees")
print(f"oblique cell off-diagonal permittivity: {eps_xz:.1f}")
print(f"oblique cell energy correction: {C_oblique:.4f} eV")
print(f"rough electronic permittivity: {eps_electronic:.1f}")
print(f"electronic image strength: {w_electronic:.4f} eV")
print(f"frozen-ion correction for capturing an electron: "
      f"{frozen_capture:+.4f} eV")
print(f"overlap model, rough level depth: {depth:.1f} eV")
print(f"overlap model, rough effective mass: {mass:.1f} m_e")
print(f"overlap model, isolated decay constant: {kappa:.3f} 1/nm")
print(f"overlap model, lattice decay constant: {kappa_lattice:.3f} 1/nm")
print(f"overlap model, in-phase level shift: {overlap_shift:+.4f} eV")
print("tests ok")
```

Running it gives:

```
defect charge q: +2 e
given total-energy image correction: +0.40 eV
rough relative permittivities x, y, z: [18. 16. 13.]
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
cubic cell edge giving this correction: 1.3064 nm
image strength w, Ewald: 0.20000 eV
image strength w, direct sum: 0.20000 eV
layered test permittivities x, y, z: [15. 15.  4.]
layered test w, Ewald: 0.26643 eV
layered test w, direct sum: 0.26643 eV
site potential of images and background: -0.4000 V
spurious electron-level shift: +0.4000 eV
required eigenvalue correction: -0.4000 eV
required eigenvalue correction: -0.014700 Ha
total-energy correction for charge +1: 0.1000 eV
total-energy correction for charge +2: 0.4000 eV
total-energy correction for charge +3: 0.9000 eV
whole-electron difference C(1)-C(2): -0.3000 eV
whole-electron difference C(2)-C(3): -0.5000 eV
mean of these differences: -0.4000 eV
model well depth: 20.0 eV
model well width parameter: 0.18 nm
model core-charge width parameter: 0.08 nm
model, N=0: total-energy correction +0.3935 eV
model, N=0: eigenvalue correction -0.3933 eV
model, N=0: finite-width change of energy correction -6.5 meV
model, N=0: finite-width change of level correction +6.7 meV
model, N=1: total-energy correction +0.3938 eV
model, N=1: eigenvalue correction -0.3933 eV
model, N=1: finite-width change of energy correction -6.2 meV
model, N=1: finite-width change of level correction +6.7 meV
Janak test, periodic eigenvalue at N=1: -11.75507 eV
Janak test, energy slope at N=1: -11.75515 eV
mean permittivity: 15.667
energy correction with mean permittivity: 0.3992 eV
energy correction, permittivities up 10%: 0.3636 eV
oblique cell angle: 99 degrees
oblique cell off-diagonal permittivity: 1.0
oblique cell energy correction: 0.4015 eV
rough electronic permittivity: 4.5
electronic image strength: 0.6950 eV
frozen-ion correction for capturing an electron: -0.0525 eV
overlap model, rough level depth: 2.0 eV
overlap model, rough effective mass: 0.2 m_e
overlap model, isolated decay constant: 3.240 1/nm
overlap model, lattice decay constant: 3.318 1/nm
overlap model, in-phase level shift: -0.0967 eV
tests ok
```
